# The HSE omega is not a dielectric screening length

Put a fixed charge $Q$ deep inside a large, uniform insulator with electronic dielectric constant $\epsilon=2$. The electrons shift slightly, and bound charge $-(1-1/\epsilon)Q=-Q/2$ gathers around $Q$. The compensating $+Q/2$ appears on the distant surface. A second charge inside the insulator, well outside this cloud of bound charge, therefore sees a net charge $Q/2$, whether it is ten or a thousand atomic spacings away. The interaction is weakened by a factor, but it is not cut off.

The exchange kernel of the HSE hybrid functional behaves differently. It is

$$
v_{\rm HSE}(r)=\frac14\,\frac{e^2\,{\rm erfc}(\omega r)}{r},\qquad \omega=0.11\ \text{bohr}^{-1},
$$

and it vanishes rapidly beyond a few times $1/\omega=9.09$ bohr (4.81 Å).

## The belief and its appeal

The belief has two parts. First, $1/\omega$ is the length over which a solid screens the Coulomb interaction. Second, in its more careful form: an insulator really has a tail $e^2/(\epsilon r)$, HSE lacks it, and this is why HSE gives too small a gap in wide-gap insulators.

Both parts are tempting. The functional is called screened, its kernel resembles the screened interaction of a metal, and the tail is indeed missing. But the first part is false, and if the missing tail means the long-range part that HSE drops beyond $1/\omega$, the second names one cause where there are two.

## Why an insulator keeps its tail

Consider a spin-paired insulator with fixed nuclei and a local crystal potential, in the random-phase approximation. Let the total potential energy of an electron change by $Ue^{i\mathbf q\cdot\mathbf r}$ plus its complex conjugate, with $U$ real. Define

$$
M=\langle c,\mathbf k+\mathbf q|e^{i\mathbf q\cdot\mathbf r}|v,\mathbf k\rangle,\qquad \Delta E=E_{c,\mathbf k+\mathbf q}-E_{v,\mathbf k}>0 .
$$

First-order perturbation theory mixes the empty state $c$ into the filled state $v$ with amplitude $-UM/\Delta E$. The density is quadratic in the orbitals, so its Fourier component at $\mathbf q$ has two terms, one from the change of $\psi$ and one from the change of $\psi^*$. Time reversal makes them equal after summation over $\mathbf k$. With a factor 2 for spin and crystal volume $V$,

$$
\delta n_{\mathbf q}=-\frac{4U}{V}\sum_{vc\mathbf k}\frac{|M|^2}{\Delta E}.
$$

The total potential is the external one plus that of the induced density, $U=U_{\rm ext}+(4\pi e^2/q^2)\,\delta n_{\mathbf q}$. Hence

$$
\epsilon_{00}(q)=\frac{U_{\rm ext}}{U}=1+\frac{16\pi e^2}{Vq^2}\sum_{vc\mathbf k}\frac{|M|^2}{\Delta E}.
$$

The factor $1/q^2$ looks dangerous. To see that it is harmless, write $M=\langle u_{c,\mathbf k+\mathbf q}|u_{v\mathbf k}\rangle$ with the periodic parts $u$ of the Bloch states. Their Hamiltonians differ by

$$
H_{\mathbf k+\mathbf q}-H_{\mathbf k}=\frac{\hbar}{m}\mathbf q\cdot(\mathbf p+\hbar\mathbf k)+\frac{\hbar^2q^2}{2m}.
$$

Between $u_{c,\mathbf k+\mathbf q}$ and $u_{v\mathbf k}$, the left side gives $\Delta E\,M$. The right side is of order $q$. Because the gap keeps $\Delta E$ away from zero, $M$ is of order $q$, and $|M|^2/q^2$ stays finite.

Local fields, the induced potentials at $\mathbf q+\mathbf G$, do not spoil this. The symmetrized dielectric matrix $A$ is the identity plus a positive semidefinite matrix, and the macroscopic constant is $\epsilon=1/(A^{-1})_{00}$. The Cauchy–Schwarz inequality gives $1\le A_{00}(A^{-1})_{00}$, so $\epsilon\le A_{00}=\epsilon_{00}$, which is finite. In a cubic crystal the small-$q$ limit of $\epsilon$ does not depend on the direction of $\mathbf q$; in lower symmetry it does, and the strength of the tail then depends on direction. Thus, in the cubic case, $W(q)\to4\pi e^2/(\epsilon q^2)$ at small $q$, the transform of $e^2/(\epsilon r)$.

In a metal, transitions within a partly filled band have $M\to1$ and $\Delta E\to0$. In the Thomas–Fermi approximation they give $\epsilon(q)=1+k_{\rm TF}^2/q^2$ and $W(q)=4\pi e^2/(q^2+k_{\rm TF}^2)$, which has no $1/r$ tail.

An insulator does have a screening length, but with another role. Take the isotropic interpolation

$$
1-\frac1{\epsilon(q)}=\left(1-\frac1\epsilon\right)\frac{\kappa^2}{q^2+\kappa^2}.
$$

Multiply $1/\epsilon(q)$ by $4\pi e^2/q^2$ and use $\kappa^2/[q^2(q^2+\kappa^2)]=1/q^2-1/(q^2+\kappa^2)$. The two terms are the transforms of a Coulomb and a Yukawa potential, so

$$
W(r)=\frac{e^2}{r}\left[\frac1\epsilon+\left(1-\frac1\epsilon\right)e^{-\kappa r}\right].
$$

The length $1/\kappa$ says how soon the tail is reached, not where the interaction ends.

For HSE, the $q=0$ transform is finite. Integration by parts gives

$$
4\pi\int_0^\infty r\,{\rm erfc}(\omega r)\,dr
=4\pi\frac{\omega}{\sqrt\pi}\int_0^\infty r^2e^{-\omega^2r^2}dr=\frac{\pi}{\omega^2},
$$

so $v_{\rm HSE}(q=0)=\pi e^2/(4\omega^2)$. No positive $\omega$ produces a $1/r$ tail. In the limit $\omega\to0$ a tail appears, but with weight 1/4 in every material.

## What omega does to the gap

Exchange with a kernel $v(r)$ acts through $-v(|\mathbf r-\mathbf r'|)P(\mathbf r,\mathbf r')$, where $P$ projects on the occupied orbitals of one spin. The part HSE discards at long range has the kernel

$$
\frac{e^2\,{\rm erf}(\omega r)}r=C\left(1-\frac{\omega^2r^2}{3}+\dots\right),\qquad C=\frac{2\omega e^2}{\sqrt\pi}.
$$

The constant term gives the operator $-CP$. It lowers filled states by $C$, leaves empty states alone, and so opens the gap by $C=3.38$ eV.

For the next term, note that $|\mathbf r-\mathbf r'|^2P(\mathbf r,\mathbf r')$ is the kernel of $\sum_i[r_i,[r_i,P]]$. Expanding the double commutator and using $P|v\rangle=|v\rangle$, $P|c\rangle=0$ gives the expectation values

$$
2\sum_{n\,\rm empty}|\mathbf r_{nv}|^2\ \text{ for } v,\qquad -2\sum_{n\,\rm filled}|\mathbf r_{nc}|^2\ \text{ for } c .
$$

Multiplied by $+C\omega^2/3$, they raise $v$ and lower $c$. The opening becomes

$$
C\left[1-\frac{2\omega^2}{3}\left(\sum_{n\,\rm empty}|\mathbf r_{nv}|^2+\sum_{n\,\rm filled}|\mathbf r_{nc}|^2\right)+\dots\right].
$$

The expansion requires $\omega^2$ times these sums to be small compared with 1. In the deep model crystal below it gives 3.30 eV against 3.31 eV computed directly; in the shallow one the sums are about six times larger, and it gives 2.92 eV against 3.11 eV. To leading order the opening contains $\omega$ but no dielectric constant.

A hybrid also removes the matching share of semilocal exchange. At long range this matters little: the exchange hole holds one electron, so for small $\omega$ the energy is $-C/2$ per electron. Where $\omega$ is small compared with the local Fermi wave number, the resulting potential is the constant $-C/2$, which opens no gap. In low-density regions it is weaker; in the model crystals below this leaves an opening of 0.10 eV (deep) and 0.04 eV (shallow), which is subtracted from the nonlocal opening.

Let $S$ and $T$ be the gap openings when semilocal exchange is fully replaced by nonlocal exchange at short and at long range. To first order, with the semilocal orbitals kept fixed, fractions $a$ and $b$ give

$$
E_g(a,b)=E_0+aS+bT .
$$

HSE has $(a,b)=(1/4,0)$; a global hybrid of the PBE0 type has $(1/4,1/4)$. As reference I take a dielectric-dependent hybrid, $(1/\epsilon,1/\epsilon)$. It has the right tail, but it is an approximation: it ignores the weaker screening at small distances, dynamical screening, vertex corrections and lattice vibrations. Subtracting,

$$
E_g^{\rm ref}-E_g^{\rm HSE}=\frac{S+T}{\epsilon}-\frac S4
=\underbrace{\frac T\epsilon}_{\text{missing tail}}+\underbrace{\left(\frac1\epsilon-\frac14\right)S}_{\text{short-range fraction}} .
$$

The second term is what the belief leaves out. The split is made at the range $1/\omega$ of HSE: "tail" here means the ${\rm erf}(\omega r)/r$ part that HSE drops entirely. When $1/\kappa$ is much shorter than $1/\omega$, the "short range" also covers distances at which $W$ already has the form $e^2/(\epsilon r)$; there HSE has an interaction, but with weight at most 1/4 instead of $1/\epsilon$.

## Two model crystals

Consider an fcc crystal with lattice constant 7 bohr and, in each primitive cell, two electrons and one Gaussian well $-V_0e^{-r^2/(2\sigma^2)}$ with $\sigma=1$ bohr. The well stands for the converged semilocal potential. A deep crystal has $V_0=3$ hartree and a shallow one 1.5 hartree. I diagonalized the Hamiltonian in plane waves, computed $\epsilon$ in the random-phase approximation with local fields, and integrated the exchange terms numerically for the direct gap at the L point. LDA exchange replaces the PBE part of HSE, so these are results for the HSE form, not for HSE06 itself.

The dielectric constants are 1.27 and 2.83. The numbers below use 27 reciprocal vectors for the local fields; with 89, the deep value falls from 1.271 to 1.268, which raises the deep reference gap and deficit by about 0.04 eV and leaves the percentage shares unchanged. I define $\kappa$ as the wave number, along [111], at which $1-1/\epsilon(q)$ has fallen to half its $q=0$ value. This gives $1/\kappa\approx0.77$ bohr in the deep crystal and $\approx1.07$ bohr in the shallow one, far below the 9.09 bohr of HSE. At $r=10$ bohr the interpolated $rW/e^2$ has reached its tail value, 0.79 or 0.35, while the HSE factor is 0.03 in both.

Gaps and openings, in eV, are as follows; sums may differ in the last digit through rounding.

| Quantity | Deep | Shallow |
|---|---:|---:|
| Semilocal gap $E_0$ | 19.4 | 7.1 |
| Short-range opening $S$ | 10.3 | 6.5 |
| Long-range opening $T$ | 3.2 | 3.1 |
| HSE form | 22.0 | 8.8 |
| Global fraction 1/4 | 22.8 | 9.5 |
| HSE form plus tail $1/\epsilon$ | 24.5 | 9.8 |
| Reference | 30.0 | 10.5 |

For the deep crystal, $1/\epsilon=0.787$, and the deficit relative to the reference is

$$
0.787\times3.21+(0.787-0.250)\times10.28=2.5+5.5=8.0\ \text{eV}.
$$

The missing tail accounts for 31% of it. Restoring the tail alone leaves 5.5 eV. The global hybrid, which has a tail of weight 1/4, is still 7.2 eV short.

For the shallow crystal,

$$
0.354\times3.07+(0.354-0.250)\times6.54=1.1+0.7=1.8\ \text{eV}.
$$

Here the tail accounts for about 62%. Between these two crystals, then, the tail costs more electronvolts in the one with the wider gap but makes up a smaller share of the deficit. The reason is visible in the formula: $T$ hardly changes, while $1/\epsilon-1/4$ grows from 0.10 to 0.54 and $S$ grows too.

These are first-order numbers with fixed orbitals; self-consistency is not included. The split shows the mechanism in this model and does not predict the error for a particular material.

The first part of the belief can also be put to a direct trial. If $1/\omega$ in the HSE kernel were the screening length of the solid, setting $\omega=\kappa$ in that kernel should move the gap toward the reference. (An erfc and an exponential range match only up to a factor of order one; I take that factor as 1.) Instead the HSE-form gap falls to 19.5 eV in the deep crystal and 7.2 eV in the shallow one, each within about 0.1 eV of the semilocal gap. With this matching, almost the whole benefit of nonlocal exchange is lost; with $\omega=\kappa/3$ about 40% of it survives, but the gap still moves away from the reference. The trial rejects the tail-free kernel, not $\kappa$ as a range: at $\omega=\kappa$ nearly all of the opening lies at long range, so adding a tail of weight $1/\epsilon$ brings both gaps within about 0.2 eV of the reference. The shares of 31% and 62% therefore belong to the split at $1/\omega$. With the split at $1/\kappa$, the short-range term is only 2 to 3% of the deficit, and the rest comes from the range where $W$ is close to $e^2/(\epsilon r)$ while HSE has weight at most 1/4.

## When the missing tail does not show

For positive $S$ and $T$, the deficit formula puts HSE below the reference when

$$
\epsilon<4\left(1+\frac TS\right).
$$

If $\epsilon=4$, the short-range fraction agrees with the reference and the missing tail is the whole deficit. If $\epsilon>4$, the short-range fraction is too large by the same measure and works against the missing tail. The two errors cancel at $\epsilon=4(1+T/S)$, and beyond that HSE lies above the reference. A good HSE gap is therefore no evidence that its kernel has the right long-range form.

What $\omega$ sets is the distance at which the functional hands exchange over from a nonlocal to a semilocal description. The strength of an insulator's tail is set by $\epsilon$, which the HSE kernel does not contain.
